**Uehling potential: contact limit and its failure for heavy nuclei**

In Hartree atomic units the Uehling potential V_U of a nucleus with charge Z acts on slowly varying densities as −4Zδ(r)/(15c³), where c = 1/α is the speed of light and α the fine-structure constant. The program sums the response of the filled Dirac sea with explicit 4×4 matrices and asserts that it agrees with the Fourier transform of V_U, with the coefficient 4/15 and with the expected logarithmic divergence. It also asserts the volume integral, the hydrogen 2s energy and the first finite-range correction, −(25π/64)Z/c. For hydrogen 2s the contact energy is −27.13 MHz and the full Uehling energy is −26.89 MHz, both for a fixed nucleus. A numerical Dirac solution for one-electron barium (Z = 56) with a uniformly charged nuclear sphere is asserted to approach the point-nucleus energies and the central-density exponent 2γ − 2, where γ = √(1 − Z²/c²). At a chosen nuclear radius of 6 fm, the full 1s Uehling energy is −8.58 eV, while the contact form gives −22.50 eV with the central density and −21.48 eV with the density averaged over the nucleus. The output also shows that the Schrödinger contact energy agrees with the point-nucleus Dirac–Uehling energy near Z = 59.6, where errors in the density and in the range cancel.

## Check in Python

```python
# Result under test (Hartree atomic units, c = 1/alpha, nuclear charge Z):
#   V_U(r) = -(2Z/(3 pi c r)) * Int_1^inf dt exp(-2 c r t) w(t),
#   w(t) = sqrt(t^2-1)/t^2 * (1 + 1/(2 t^2)),
# acts on slowly varying densities as -4 Z delta(r)/(15 c^3).  This gives about
# -27 MHz for hydrogen 2s.  With Dirac s states of heavy nuclei the contact form
# fails: its energy grows without bound as the nuclear radius R shrinks.
# gamma = sqrt(1 - (Z/c)^2); G, F = large and small radial Dirac functions.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

alpha = const.fine_structure
c = 1.0 / alpha
bohr = const.physical_constants["Bohr radius"][0]
hartree_MHz = const.physical_constants["hartree-hertz relationship"][0] / 1e6
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
pi = math.pi


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def log_grid(a, b, n):
    s, w = gauss(math.log(a), math.log(b), n)
    return np.exp(s), w * np.exp(s)


# Quadrature for Int dt w(t) f(t), with t = cosh(y)
y_nodes, y_weights = gauss(0.0, 25.0, 300)
t = np.cosh(y_nodes)
wt = y_weights * np.tanh(y_nodes) ** 2 * (1 + 0.5 / t**2)


def uehling_point(r, Z):
    return -2 * Z / (3 * pi * c * r) * (np.exp(-2 * c * np.outer(r, t)) @ wt)


def uehling_sphere(r, Z, R):
    """Uehling potential of charge Z spread evenly over a ball of radius R."""
    mu = 2 * c * t[None, :]
    x = mu * R
    rr = r[:, None]
    series = np.exp(-mu * rr) * (1 + x**2 / 10 + x**4 / 280)
    general = 1.5 / x**3 * ((x - 1) * np.exp(np.minimum(x - mu * rr, 0))
                            + (x + 1) * np.exp(-x - mu * rr))
    outside = np.where(x < 0.05, series, general) / rr
    sinh_part = 0.5 * (np.exp(np.minimum(mu * rr - x, 0))
                       - np.exp(-mu * rr - x)) / (mu * rr)
    inside = 3 / (mu**2 * R**3) * (1 - (1 + x) * sinh_part)
    return -2 * Z / (3 * pi * c) * (np.where(rr > R, outside, inside) @ wt)


# ---- Dirac-sea response from explicit matrices (units m = hbar = c = 1) ----
sx = np.array([[0, 1], [1, 0]])
sz = np.array([[1, 0], [0, -1]])
alpha_x, alpha_z, beta = np.kron(sx, sx), np.kron(sx, sz), np.kron(sz, np.eye(2))


def sea_response(q, cutoff):
    """-chi(q)/q^2 summed over pair states up to a momentum cutoff."""
    s, ws = gauss(0.0, math.asinh(cutoff), 160)
    u, wu = gauss(-1.0, 1.0, 24)
    p, cosine = [a.ravel() for a in np.meshgrid(np.sinh(s), u, indexing="ij")]
    weight = np.outer(ws * np.cosh(s), wu).ravel()
    px = p * np.sqrt(1 - cosine**2)
    projectors, energies = [], []
    for sign in (1, -1):
        pz = p * cosine + sign * q / 2
        E = np.sqrt(1 + px**2 + pz**2)
        H = (px[:, None, None] * alpha_x + pz[:, None, None] * alpha_z + beta)
        projectors.append(0.5 * (np.eye(4) + sign * H / E[:, None, None]))
        energies.append(E)
    overlap = np.einsum("nij,nji->n", projectors[0], projectors[1])
    return np.sum(weight * p**2 / (4 * pi**2) * 2 * overlap
                  / (energies[0] + energies[1])) / q**2


r_u, w_u = log_grid(1e-9, 0.3, 400)
v_u = uehling_point(r_u, 1.0)


def scaled_transform(q_rel):
    """q^2 V_U(q)/(-4 pi) for Z = 1, from the potential in real space."""
    q = q_rel * c
    return -q**2 * np.sum(w_u * r_u**2 * v_u * np.sinc(q * r_u / pi))


from_sea = 4 * pi * alpha * (sea_response(0.5, 300) - sea_response(2.0, 300))
from_potential = scaled_transform(2.0) - scaled_transform(0.5)
assert abs(from_sea / from_potential - 1) < 2e-4   # finite momentum cutoff

contact_from_sea = (16 * pi**2 * (sea_response(0.05, 300) - sea_response(0.1, 300))
                    / (0.1**2 - 0.05**2))
assert abs(contact_from_sea / (4 / 15) - 1) < 5e-3  # finite q and cutoff
log_growth = sea_response(0.5, 3000) - sea_response(0.5, 300)
assert abs(log_growth / (math.log(10) / (6 * pi**2)) - 1) < 1e-3

volume_integral = 4 * pi * np.sum(w_u * r_u**2 * v_u)
contact_strength = -4 / (15 * c**3)
assert abs(volume_integral / contact_strength - 1) < 1e-7

# A ball about as wide as the Uehling range tests both branches of the potential
R_test = 0.01
ball_integral = 0.0
for a, b in ((1e-5, R_test), (R_test, 0.4)):
    r, w = log_grid(a, b, 200)
    ball_integral += 4 * pi * np.sum(w * r**2 * uehling_sphere(r, 1.0, R_test))
assert abs(ball_integral / contact_strength - 1) < 1e-5


# ---- Hydrogen-like energies ----
def contact_energy(Z, n):
    return contact_strength * Z * Z**3 / (pi * n**3)


def schrodinger_1s(Z):
    return -2 * Z / (3 * pi * c) * np.sum(wt * Z**3 / (Z + c * t) ** 2)


def schrodinger_2s(Z):
    s = Z + 2 * c * t
    return -2 * Z / (3 * pi * c) * np.sum(
        wt * Z**3 / 2 * (1 / s**2 - 2 * Z / s**3 + 1.5 * Z**2 / s**4))


def dirac_1s_point(Z):
    g = math.sqrt(1 - (Z / c) ** 2)
    return -2 * Z / (3 * pi * c) * np.sum(wt * Z / g * (Z / (Z + c * t)) ** (2 * g))


r_h, w_h = log_grid(1e-9, 80.0, 500)
density_2s = 0.5 * (1 - r_h / 2) ** 2 * np.exp(-r_h) * r_h**2
assert abs(np.sum(w_h * density_2s) - 1) < 1e-9
full_2s = np.sum(w_h * density_2s * uehling_point(r_h, 1.0))
assert abs(full_2s / schrodinger_2s(1.0) - 1) < 1e-7
contact_2s = contact_energy(1.0, 2)
assert abs(full_2s / contact_2s - 1) < 0.01
assert round(contact_2s * hartree_MHz) == -27
mass_factor = (1 + const.m_e / const.m_p) ** -3

slope_formula = 25 * pi / 64
Z_small = 0.1
slopes = []
for function, n in ((schrodinger_1s, 1), (schrodinger_2s, 2), (dirac_1s_point, 1)):
    slope = (1 - function(Z_small) / contact_energy(Z_small, n)) / (Z_small * alpha)
    slopes.append(slope)
    assert abs(slope / slope_formula - 1) < 0.015   # next order in Z*alpha remains


# ---- Dirac 1s state with a uniformly charged spherical nucleus ----
def dirac_1s_sphere(Z, R):
    r0, rm, rmax = R * 1e-3, 1.0 / Z, 30.0 / Z

    def rhs(s, y, eps):
        r = math.exp(s)
        V = -Z / r if r > R else -Z / (2 * R) * (3 - (r / R) ** 2)
        k = (eps - V) / c
        return [y[0] + r * (2 * c + k) * y[1], -y[1] - r * k * y[0]]

    def run(a, b, start, eps):
        return solve_ivp(rhs, (math.log(a), math.log(b)), start, method="DOP853",
                         rtol=1e-10, atol=1e-15, args=(eps,), dense_output=True)

    def pieces(eps):
        inner = run(r0, R, [1.0, -(eps + 1.5 * Z / R) / (3 * c) * r0], eps)
        middle = run(R, rm, inner.y[:, -1], eps)
        decay = math.sqrt(-eps * (2 + eps / c**2))
        outer = run(rmax, rm, [1.0, -decay / (2 * c + eps / c)], eps)
        return inner, middle, outer

    def mismatch(eps):
        _, m, o = pieces(eps)
        a, b = m.y[:, -1], o.y[:, -1]
        return (a[0] * b[1] - a[1] * b[0]) / (np.hypot(*a) * np.hypot(*b))

    point = c**2 * (math.sqrt(1 - (Z / c) ** 2) - 1)
    eps = brentq(mismatch, point * 1.0005, point * 0.99, xtol=1e-8)
    inner, middle, outer = pieces(eps)
    scale = middle.y[0, -1] / outer.y[0, -1]
    norm = uehling = in_nucleus = 0.0
    for a, b, sol, factor in ((r0, R, inner, 1.0), (R, rm, middle, 1.0),
                              (rm, rmax, outer, scale)):
        r, w = log_grid(a, b, 150)
        G, F = factor * sol.sol(np.log(r))
        radial = w * (G**2 + F**2)
        norm += radial.sum()
        uehling += np.sum(radial * uehling_sphere(r, Z, R))
        if b == R:
            in_nucleus = radial.sum()
    central = 1 / (4 * pi * r0**2 * norm)
    average = in_nucleus / norm / (4 * pi * R**3 / 3)
    return eps, central, average, uehling / norm


Z_ba = 56.0
gamma_ba = math.sqrt(1 - (Z_ba / c) ** 2)
radius_fm = 6.0
results = []
for shrink in (1, 10, 100):
    R = radius_fm * 1e-15 / bohr / shrink
    results.append((radius_fm / shrink,) + dirac_1s_sphere(Z_ba, R))

point_energy = c**2 * (gamma_ba - 1)
assert abs(results[2][1] / point_energy - 1) < 1e-6
point_uehling = dirac_1s_point(Z_ba)
assert abs(results[2][4] / point_uehling - 1) < 2e-4
exponent = math.log(results[2][2] / results[1][2]) / math.log(0.1)
assert abs(exponent - (2 * gamma_ba - 2)) < 2e-3    # finite-radius remainder
contact_center = [contact_strength * Z_ba * row[2] for row in results]
contact_average = [contact_strength * Z_ba * row[3] for row in results]
assert contact_center[0] / results[0][4] > 1.5
assert contact_average[0] / results[0][4] > 1.5
assert contact_center[2] < contact_center[1] < contact_center[0] < 0


def dirac_ratio(Z):
    return dirac_1s_point(Z) / contact_energy(Z, 1)


Z_cancel = brentq(lambda Z: dirac_ratio(Z) - 1, 40, 80)

# ---- Output ----
print(f"speed of light c = {c:.6f} a.u.")
print(f"Uehling range 1/(2c) = {1/(2*c):.6f} bohr")
print(f"contact coefficient from Dirac sea = {contact_from_sea:.5f}")
print(f"contact coefficient 4/15 = {4/15:.5f}")
print(f"volume integral of V_U, Z=1 = {volume_integral:.6e} a.u.")
print(f"-4/(15 c^3) = {contact_strength:.6e} a.u.")
print(f"H 2s density at origin = {1/(8*pi):.6f} bohr^-3")
print(f"H 2s contact energy = {contact_2s:.5e} hartree")
print(f"H 2s contact energy = {contact_2s*hartree_MHz:.3f} MHz")
print(f"H 2s contact, reduced mass = {contact_2s*mass_factor*hartree_MHz:.3f} MHz")
print(f"H 2s full Uehling, fixed nucleus = {full_2s*hartree_MHz:.3f} MHz")
print(f"first correction 25 pi/64 = {slope_formula:.4f}")
print("same from Z=0.1 (Schr. 1s, Schr. 2s, Dirac 1s) = "
      + ", ".join(f"{s:.4f}" for s in slopes))
print("1s, point nucleus: full Uehling / Schrodinger contact energy")
for Z in (1.0, 20.0, 56.0, 80.0):
    print(f"Z={Z:.0f}: Z/c={Z/c:.4f}, Schrodinger "
          f"{schrodinger_1s(Z)/contact_energy(Z,1):.4f}, Dirac {dirac_ratio(Z):.4f}")
print(f"Dirac ratio equals 1 at Z = {Z_cancel:.1f}")
print(f"Ba 1s length 1/Z = {1/Z_ba:.6f} bohr")
print(f"Ba gamma = {gamma_ba:.5f}")
print(f"Ba density exponent 2 gamma - 2 = {2*gamma_ba-2:.4f}")
print(f"Ba exponent from finite nuclei = {exponent:.4f}")
print(f"Ba Schrodinger contact = {contact_energy(Z_ba,1)*hartree_eV:.3f} eV")
print(f"Ba Schrodinger full Uehling = {schrodinger_1s(Z_ba)*hartree_eV:.3f} eV")
print(f"Ba Dirac full Uehling, point = {point_uehling*hartree_eV:.3f} eV")
print("Ba Dirac 1s with spherical nucleus of radius R, energies in eV")
for row, center, average in zip(results, contact_center, contact_average):
    print(f"R={row[0]:.2f} fm: full {row[4]*hartree_eV:.3f}, contact at center "
          f"{center*hartree_eV:.3f}, nuclear average {average*hartree_eV:.3f}")
print(f"Ba contact/full at R=6 fm, center = {contact_center[0]/results[0][4]:.3f}")
print(f"Ba contact/full at R=6 fm, average = {contact_average[0]/results[0][4]:.3f}")
print("finished without a failed check")
```

Printed output:

```
speed of light c = 137.035999 a.u.
Uehling range 1/(2c) = 0.003649 bohr
contact coefficient from Dirac sea = 0.26631
contact coefficient 4/15 = 0.26667
volume integral of V_U, Z=1 = -1.036250e-07 a.u.
-4/(15 c^3) = -1.036250e-07 a.u.
H 2s density at origin = 0.039789 bohr^-3
H 2s contact energy = -4.12311e-09 hartree
H 2s contact energy = -27.129 MHz
H 2s contact, reduced mass = -27.084 MHz
H 2s full Uehling, fixed nucleus = -26.887 MHz
first correction 25 pi/64 = 1.2272
same from Z=0.1 (Schr. 1s, Schr. 2s, Dirac 1s) = 1.2262, 1.2264, 1.2202
1s, point nucleus: full Uehling / Schrodinger contact energy
Z=1: Z/c=0.0073, Schrodinger 0.9911, Dirac 0.9914
Z=20: Z/c=0.1459, Schrodinger 0.8448, Dirac 0.9034
Z=56: Z/c=0.4087, Schrodinger 0.6506, Dirac 0.9753
Z=80: Z/c=0.5838, Schrodinger 0.5592, Dirac 1.2413
Dirac ratio equals 1 at Z = 59.6
Ba 1s length 1/Z = 0.017857 bohr
Ba gamma = 0.91269
Ba density exponent 2 gamma - 2 = -0.1746
Ba exponent from finite nuclei = -0.1751
Ba Schrodinger contact = -8.827 eV
Ba Schrodinger full Uehling = -5.743 eV
Ba Dirac full Uehling, point = -8.609 eV
Ba Dirac 1s with spherical nucleus of radius R, energies in eV
R=6.00 fm: full -8.576, contact at center -22.502, nuclear average -21.477
R=0.60 fm: full -8.608, contact at center -33.989, nuclear average -32.538
R=0.06 fm: full -8.609, contact at center -50.862, nuclear average -48.705
Ba contact/full at R=6 fm, center = 2.624
Ba contact/full at R=6 fm, average = 2.504
finished without a failed check
```
